# Hückel Levels and Frontier Orbitals of C60 in Icosahedral Symmetry: test program

```python
"""Hueckel theory of the 60 radial p orbitals of C60 in the group Ih.
Result under test: the orbitals span
  ag+t1g+t2g+2gg+3hg+2t1u+2t2u+2gu+2hu,
the levels are roots of small polynomials, and with 60 electrons the HOMO
is hu and the LUMO is t1u for every positive ratio b6/b5.
Symbols: b5, b6 > 0 are coupling strengths on pentagon bonds and on bonds
shared by two hexagons; the Hamiltonian is alpha - K, K holds b5 and b6,
k is an eigenvalue of K, and the orbital energy is E = alpha - k.
r: fivefold rotation about z; s: twofold rotation through a 6-6 bond.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants

hartree_ev = physical_constants["Hartree energy in eV"][0]
root5 = np.sqrt(5.0)
phi = (1 + root5) / 2
g = 1 / phi

# ---------- cage built from the edges of an icosahedron ----------
len5, len6 = 1.45, 1.40                      # angstrom
top = [np.array([0.0, 0.0, 1.0])]
for n in range(5):
    w = 2 * np.pi * n / 5
    top.append(np.array([2*np.cos(w)/root5, 2*np.sin(w)/root5, 1/root5]))
corners = np.array(top + [-v for v in top])
unit_edge = np.linalg.norm(corners[0] - corners[1])
corners = corners * (2*len5 + len6) / unit_edge
frac = len5 / (2*len5 + len6)
atoms = []
for i in range(12):
    for j in range(12):
        dist = np.linalg.norm(corners[i] - corners[j])
        if abs(dist - (2*len5 + len6)) < 1e-8:
            atoms.append(corners[i] + frac*(corners[j] - corners[i]))
atoms = np.array(atoms)
assert atoms.shape == (60, 3)
distances = np.linalg.norm(atoms[:, None] - atoms[None], axis=2)
bonds5 = (abs(distances - len5) < 1e-8).astype(float)
bonds6 = (abs(distances - len6) < 1e-8).astype(float)
assert np.all(bonds5.sum(1) == 2) and np.all(bonds6.sum(1) == 1)
others = distances[(bonds5 + bonds6 + np.eye(60)) == 0]
assert others.min() > 1.5 * len5

# ---------- rotations with companion matrices for T2 and G ----------
def turn_z(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])

def half_turn(sign):
    c, s = sign/root5, sign*2/root5
    return np.array([[-c, 0, s], [0, -1.0, 0], [s, 0, c]])

def five_objects(images):
    matrix = np.zeros((5, 5))
    for start, end in enumerate(images):
        matrix[end, start] = 1
    return matrix

gen_r = (turn_z(2*np.pi/5), turn_z(4*np.pi/5), five_objects([1, 2, 3, 4, 0]))
gen_s = (half_turn(1), half_turn(-1), five_objects([0, 2, 1, 4, 3]))

def key(matrix):
    return tuple(np.rint(matrix.ravel() * 1e5).astype(int))

identity = (np.eye(3), np.eye(3), np.eye(5))
rotations, seen = [identity], {key(identity[0]): identity}
for element in rotations:                    # list grows until closed
    for gen in (gen_r, gen_s):
        product = tuple(a @ b for a, b in zip(element, gen))
        label = key(product[0])
        if label in seen:                    # companions must agree
            for a, b in zip(product, seen[label]):
                assert np.allclose(a, b, atol=1e-9)
        else:
            seen[label] = product
            rotations.append(product)
    assert len(rotations) <= 60
assert len(rotations) == 60

def representation(name, element):
    if name == "a":
        return np.eye(1)
    if name == "h":
        return np.kron(element[0], element[0])
    return element[{"t1": 0, "t2": 1, "g": 2}[name]]

def character(name, element):
    R = element[0]
    if name == "h":
        return (np.trace(R)**2 + np.trace(R @ R))/2 - 1
    value = np.trace(representation(name, element))
    return value - 1 if name == "g" else value

def atom_permutation(R):
    image = atoms @ R.T
    gap = np.linalg.norm(atoms[:, None] - image[None], axis=2)
    matrix = (gap < 1e-7).astype(float)
    assert np.all(matrix.sum(0) == 1)
    return matrix

perms = [atom_permutation(e[0]) for e in rotations]
inversion = atom_permutation(-np.eye(3))

# ---------- reduction by characters and projectors ----------
dims = {"a": 1, "t1": 3, "t2": 3, "g": 4, "h": 5}
mirror_fixed = set()
for e, p in zip(rotations, perms):
    proper, improper = np.trace(p), np.trace(inversion @ p)
    assert proper == (60 if np.allclose(e[0], np.eye(3)) else 0)
    if abs(np.trace(e[0]) + 1) < 1e-8:       # inversion times C2 = mirror
        mirror_fixed.add(int(improper))
    else:
        assert improper == 0
assert mirror_fixed == {4}
c2_element = gen_s
multiplicity, irrep_basis, norm_table = {}, {}, []
for name, d in dims.items():
    chars = np.array([character(name, e) for e in rotations])
    norm_table.append(chars)
    for parity, sign in (("g", 1), ("u", -1)):
        projector = np.zeros((60, 60))
        for chi, p in zip(chars, perms):
            projector += d/120 * chi * (p + sign * inversion @ p)
        count = np.trace(projector) / d
        chi_mirror = sign * character(name, c2_element)
        assert abs(count - (d + chi_mirror)/2) < 1e-8
        multiplicity[name + parity] = int(round(count))
        if count > 0.5:
            values, vectors = np.linalg.eigh(projector)
            irrep_basis[name + parity] = vectors[:, values > 0.5]
norm_table = np.array(norm_table)
assert np.allclose(norm_table @ norm_table.T / 60, np.eye(5), atol=1e-8)
expected = dict(ag=1, au=0, t1g=1, t1u=2, t2g=1, t2u=2,
                gg=2, gu=2, hg=3, hu=2)
assert multiplicity == expected

# ---------- symbolic blocks and their characteristic polynomials ----------
B5, B6, x, T = sp.symbols("b5 b6 x T", positive=True)
q5 = sp.sqrt(5)
P = (1 + q5)/2
G = (q5 - 1)/2
h3 = 2*sp.sqrt(3)/5
blocks = {
    "ag": sp.Matrix([[2*B5 + B6]]),
    "t1g": sp.Matrix([[G*B5 - B6]]),
    "t2g": sp.Matrix([[-P*B5 - B6]]),
    "t1u": sp.Matrix([[G*B5 - B6/q5, 2*B6/q5], [2*B6/q5, 2*B5 + B6/q5]]),
    "t2u": sp.Matrix([[-P*B5 + B6/q5, -2*B6/q5],
                      [-2*B6/q5, 2*B5 - B6/q5]]),
    "gg": sp.Matrix([[G*B5, B6], [B6, -P*B5]]),
    "gu": sp.Matrix([[G*B5 + 2*B6/q5, -B6/q5],
                     [-B6/q5, -P*B5 - 2*B6/q5]]),
    "hu": sp.Matrix([[G*B5 - B6/q5, -2*B6/q5],
                     [-2*B6/q5, -P*B5 + B6/q5]]),
    "hg": sp.Matrix([[2*B5 - B6/5, h3*B6, h3*B6],
                     [h3*B6, G*B5 + 3*B6/5, -2*B6/5],
                     [h3*B6, -2*B6/5, -P*B5 + 3*B6/5]]),
}
polys = {
    "ag": x - 2*B5 - B6,
    "t1g": x - G*B5 + B6,
    "t2g": x + P*B5 + B6,
    "t1u": x**2 - P**2*B5*x + 2*G*B5**2 - G*B5*B6 - B6**2,
    "t2u": x**2 - (2 - P)*B5*x - 2*P*B5**2 + P*B5*B6 - B6**2,
    "gg": x**2 + B5*x - B5**2 - B6**2,
    "gu": x**2 + B5*x - (B5 + B6)**2,
    "hu": x**2 + B5*x - B5**2 + B5*B6 - B6**2,
    "hg": (x**3 - (B5 + B6)*x**2 - (3*B5**2 - 2*B5*B6 + B6**2)*x
           + 2*B5**3 + B5**2*B6 - B5*B6**2 + B6**3),
}
for name, block in blocks.items():
    secular = (x*sp.eye(block.shape[0]) - block).det(method="berkowitz")
    assert sp.expand(secular - polys[name]) == 0, name

# identities that exclude level crossings at the frontier (b5 = 1, b6 = T)
one = {n: sp.expand(f.subs({B5: 1, B6: T})) for n, f in polys.items()}
assert sp.expand(one["hg"] - (x - 2 - T)*one["hu"] - 2*T*(x + 1 - T)) == 0
assert sp.expand(one["hg"] - (x + P**2 - 1 - T)*one["t1u"] - 2*P*T) == 0
assert sp.expand(one["t1u"] - one["hu"] + q5*P*x - q5 + P*T) == 0
assert sp.expand(one["t2u"] - one["hu"] + q5*G*x + q5 - G*T) == 0
assert sp.expand(one["t2u"] - one["t1u"] - q5*(x - 2 + T)) == 0
assert sp.expand(one["t1u"].subs(x, 2 - T) + 2*T) == 0
assert sp.expand(one["t1u"].subs(x, G - T) - (P**2 - 3*G)*T) == 0
assert sp.expand(one["hg"].subs(T, 1) - (x - 1)*(x**2 - x - 3)) == 0

# ---------- symmetry orbitals on the real cage give these blocks ----------
ex, ey, ez = np.eye(3)
def pair(a, b):
    return (np.kron(a, b) + np.kron(b, a)) / np.sqrt(2)
xx, yy, zz = np.kron(ex, ex), np.kron(ey, ey), np.kron(ez, ez)
angles = 2*np.pi*np.arange(5)/5
scale = np.sqrt(2/5)
seeds = {
    "ag": [np.ones(1)], "t1g": [ey], "t2g": [ey],
    "t1u": [ex, ez], "t2u": [ex, ez],
    "gg": [scale*np.cos(angles), scale*np.cos(2*angles)],
    "gu": [scale*np.sin(angles), scale*np.sin(2*angles)],
    "hu": [pair(ey, ez), pair(ex, ey)],
    "hg": [(2*zz - xx - yy)/np.sqrt(6), pair(ex, ez), (xx - yy)/np.sqrt(2)],
}
start_atom = int(np.argmin(np.linalg.norm(
    atoms - (corners[0] + frac*(corners[1] - corners[0])), axis=1)))
carrier = [None]*60                          # rotation that makes each atom
for e, p in zip(rotations, perms):
    carrier[int(np.argmax(p[:, start_atom]))] = e
assert all(e is not None for e in carrier)
test5, test6 = 1.3, 0.7
K_test = test5*bonds5 + test6*bonds6
for name, vectors in seeds.items():
    orbitals = [np.array([representation(name[:-1], e) @ v for e in carrier])
                for v in vectors]
    block = np.array(blocks[name].subs({B5: test5, B6: test6}).evalf(),
                     dtype=float)
    sign = 1 if name.endswith("g") else -1
    for j, orbital in enumerate(orbitals):
        combined = sum(block[i, j]*orbitals[i] for i in range(len(orbitals)))
        assert np.allclose(K_test @ orbital, combined, atol=1e-8), name
        assert np.allclose(inversion @ orbital, sign*orbital, atol=1e-8)

# ---------- levels: projected diagonalization against closed forms ----------
def numeric_levels(b5, b6):
    K = b5*bonds5 + b6*bonds6
    result = []
    for name, basis in irrep_basis.items():
        d = dims[name[:-1]]
        values = np.linalg.eigvalsh(basis.T @ K @ basis).reshape(-1, d)
        assert np.ptp(values, axis=1).max() < 1e-8
        result += [(v, name, d) for v in values.mean(axis=1)]
    return sorted(result, reverse=True)

coefficient_functions = {
    n: sp.lambdify((B5, B6), sp.Poly(f, x).all_coeffs())
    for n, f in polys.items()}

def formula_levels(b5, b6):
    result = []
    for name, function in coefficient_functions.items():
        roots = np.roots(np.array(function(b5, b6), dtype=float))
        assert np.max(abs(np.imag(roots))) < 1e-8
        result += [(v, name, dims[name[:-1]]) for v in np.real(roots)]
    return sorted(result, reverse=True)

def frontier(levels):
    filled = 0
    for index, (_, _, d) in enumerate(levels):
        filled += d
        if filled >= 30:
            assert filled == 30              # closed shell
            return index, levels[index], levels[index + 1]

def compare(b5, b6):
    first, second = numeric_levels(b5, b6), formula_levels(b5, b6)
    for name in irrep_basis:
        a = [v for v, n, _ in first if n == name]
        b = [v for v, n, _ in second if n == name]
        assert np.allclose(a, b, atol=1e-7), name
    return first

scan = np.geomspace(0.05, 20, 41)
for ratio in scan:
    _, homo, lumo = frontier(compare(1.0, ratio))
    assert homo[1] == "hu" and lumo[1] == "t1u"
    assert homo[0] - lumo[0] > 1e-4

def frontier_energies(b5, b6):               # alpha = 0
    e_hu = (b5 - np.sqrt(5*b5**2 - 4*b5*b6 + 4*b6**2))/2
    inside = (10 - 5*phi)*b5**2 + 4*g*b5*b6 + 4*b6**2
    return e_hu, -(phi**2*b5 - np.sqrt(inside))/2

# ---------- bond orders and their check by energy derivatives ----------
_, orbitals = np.linalg.eigh(bonds5 + bonds6)
density = 2*orbitals[:, 30:] @ orbitals[:, 30:].T
order5 = np.sum(density*bonds5)/120
order6 = np.sum(density*bonds6)/60
assert np.ptp(density[bonds5 > 0]) < 1e-8
assert np.ptp(density[bonds6 > 0]) < 1e-8
def binding(b5, b6):
    levels = formula_levels(b5, b6)
    last = frontier(levels)[0]
    return 2*sum(v*d for v, _, d in levels[:last + 1])
step = 1e-4
slope5 = (binding(1 + step, 1) - binding(1 - step, 1))/(2*step)
slope6 = (binding(1, 1 + step) - binding(1, 1 - step))/(2*step)
assert abs(slope5/120 - order5) < 1e-6
assert abs(slope6/60 - order6) < 1e-6
assert order6 > order5

# ---------- printed results ----------
print(f"pentagon bond length {len5:.2f} angstrom")
print(f"6-6 bond length {len6:.2f} angstrom")
print(f"cage radius {np.linalg.norm(atoms[0]):.4f} angstrom")
print(f"characters: identity {int(np.trace(perms[0]))}, "
      f"mirror {mirror_fixed.pop()}, all others 0")
print("multiplicities:", " ".join(f"{n}:{m}" for n, m in multiplicity.items()))
print("equal couplings: irrep, degeneracy, k/b (dimensionless)")
for value, name, d in compare(1.0, 1.0):
    print(f"  {name:3s} {d} {value:9.5f}")
for b5, b6 in ((2.5, 2.5), (2.4, 2.7)):
    levels = compare(b5, b6)
    _, homo, lumo = frontier(levels)
    e_hu, e_t1u = frontier_energies(b5, b6)
    assert abs(e_hu + homo[0]) < 1e-8 and abs(e_t1u + lumo[0]) < 1e-8
    print(f"b5 = {b5:.2f} eV, b6 = {b6:.2f} eV, alpha = 0 eV")
    print(f"  HOMO {homo[1]}: {e_hu:.4f} eV")
    print(f"  LUMO {lumo[1]}: {e_t1u:.4f} eV")
    print(f"  gap {e_t1u - e_hu:.4f} eV = "
          f"{(e_t1u - e_hu)/hartree_ev:.5f} hartree")
print("unequal couplings: irrep, degeneracy, E (eV)")
for value, name, d in levels:
    print(f"  {name:3s} {d} {-value:9.4f}")
print(f"pi bond order, pentagon bond, equal couplings: {order5:.4f}")
print(f"pi bond order, 6-6 bond, equal couplings: {order6:.4f}")
print(f"frontier order hu/t1u checked for b6/b5 from {scan[0]:.2f} "
      f"to {scan[-1]:.1f}")
print("all assertions hold")
```

Output:

```
pentagon bond length 1.45 angstrom
6-6 bond length 1.40 angstrom
cage radius 3.5485 angstrom
characters: identity 60, mirror 4, all others 0
multiplicities: ag:1 au:0 t1g:1 t1u:2 t2g:1 t2u:2 gg:2 gu:2 hg:3 hu:2
equal couplings: irrep, degeneracy, k/b (dimensionless)
  ag  1   3.00000
  t1u 3   2.75660
  hg  5   2.30278
  t2u 3   1.82025
  gu  4   1.56155
  hg  5   1.00000
  gg  4   1.00000
  hu  5   0.61803
  t1u 3  -0.13856
  t1g 3  -0.38197
  hg  5  -1.30278
  t2u 3  -1.43828
  hu  5  -1.61803
  gg  4  -2.00000
  gu  4  -2.56155
  t2g 3  -2.61803
b5 = 2.50 eV, b6 = 2.50 eV, alpha = 0 eV
  HOMO hu: -1.5451 eV
  LUMO t1u: 0.3464 eV
  gap 1.8915 eV = 0.06951 hartree
b5 = 2.40 eV, b6 = 2.70 eV, alpha = 0 eV
  HOMO hu: -1.6302 eV
  LUMO t1u: 0.6060 eV
  gap 2.2362 eV = 0.08218 hartree
unequal couplings: irrep, degeneracy, E (eV)
  ag  1   -7.5000
  t1u 3   -6.8893
  hg  5   -5.7458
  t2u 3   -4.4150
  gu  4   -4.0393
  gg  4   -2.6066
  hg  5   -2.5061
  hu  5   -1.6302
  t1u 3    0.6060
  t1g 3    1.2167
  hg  5    3.1519
  t2u 3    3.4983
  hu  5    4.0302
  gg  4    5.0066
  gu  4    6.4393
  t2g 3    6.5833
pi bond order, pentagon bond, equal couplings: 0.4758
pi bond order, 6-6 bond, equal couplings: 0.6010
frontier order hu/t1u checked for b6/b5 from 0.05 to 20.0
all assertions hold
```
